Digamma magnetoconductance of a diffusive film from charge-2e Landau levels

**Theorem.** Let a metal film in a perpendicular magnetic field B have diffusion constant D, elastic scattering time τ and dephasing time τφ. In Hartree atomic units, where e = ħ = 1, the leading quantum-interference change of its sheet conductance is

σ(B) − σ(0) = (1/2π²) F(B/Bφ),

F(x) = ψ(1/2 + 1/x) + ln x, Bφ = 1/(4Dτφ).

Here ψ is the digamma function, σ includes both spins, and B is the magnitude of the field. In SI units the prefactor is e²/(2π²ħ) and Bφ = ħ/(4eDτφ).

**Assumptions.**

(a) Electrons of mass m scatter from weak, static, short-range disorder, with kF l ≫ 1, where kF is the Fermi wave number and l = vτ the mean free path at the Fermi speed v.

(b) Spin is conserved: there is no spin-orbit or magnetic scattering.

(c) Phase memory outlives many collisions, τφ ≫ τ, and its loss is described by the single rate 1/τφ.

(d) The film is much wider than the dephasing length defined next, and its thickness w is small against the dephasing length Lφ = √(Dτφ) and the pair magnetic length 1/√(2B).

(e) The field is weak, B ≪ Be, where Be = 1/(4Dτ).

Interactions enter through τφ alone. The classical magnetoresistance is a separate effect. Temperature is far below the Fermi temperature, so D is taken at the Fermi energy. An inelastic rate can still vary across the thermal energy range, and using one effective τφ is then an approximation: low fields weight the average of τφ², high fields that of ln τφ.

**Averaged Green functions and the Drude value**

Let the random potential satisfy ⟨V(r)V(r')⟩ = W δ(r−r'), and let ν be the density of states per spin. The golden rule gives 1/τ = 2πνW, hence

W = 1/(2πντ).

With ξ = k²/2m − E the energy measured from the Fermi energy and γ = 1/(2τ), the averaged retarded and advanced functions are

G^R = 1/(−ξ + iγ), G^A = 1/(−ξ − iγ).

The starting point for transport is the zero-frequency Kubo formula. For averaged functions in d dimensions it reads

σ = (2/π) ∫ dᵈk/(2π)ᵈ vx² (Im G^R)²,

where the factor 2 counts spin. Since Im G^R = −γ/(ξ²+γ²), and since ∫dξ γ²/(ξ²+γ²)² = π/(2γ) = πτ,

σ = (2/π) ν (v²/d) πτ = 2νD, D = v²τ/d.

This Drude value fixes the normalization of what follows. Writing Im G = (G^R − G^A)/(2i) in both places, the two mixed products together contribute ½G^R G^A. The mixed part of the Kubo formula therefore has prefactor 1/π. The RR and AA products have both poles on one side of the ξ axis, and do not build the slow mode found below.

**Lemma 1 (the Cooperon).** In zero field the singular interference correction is

δσ = −(2D/π) C(r,r), (−D∇² + 1/τφ) C(r,r') = δ(r−r').

*Proof.* The correction comes from two amplitudes that visit the same scatterers in opposite orders. In diagrams, the disorder lines joining G^R to G^A are then maximally crossed. Turning the advanced line around uncrosses them and leaves a ladder in which both members of a pair travel the same way. Disorder scattering conserves their total momentum Q. One rung of this ladder is

P(Q) = W ∫ dᵈk/(2π)ᵈ G^R(k+Q/2) G^A(Q/2−k).

Put a = v·Q/2. The two energies are ξ + a and ξ − a, apart from a common shift that disappears when ξ is integrated. The product of the Green functions is

1/[(ξ + a − iγ)(ξ − a + iγ)].

It has one pole above the real axis, at ξ = −a + iγ. The residue there gives

∫dξ G^R G^A = 2πi/[2(iγ − a)] = π/(γ + ia).

Multiplying by Wν = 1/(2πτ) and averaging over directions of v,

P(Q) = ⟨1/(1 + iτ v·Q)⟩ = 1 − τ²v²Q²/d + … = 1 − DτQ² + ….

The linear term averages to zero. Dephasing reduces the coherent pair by the fraction τ/τφ in the mean time between collisions, so

1 − P = τ(DQ² + 1/τφ).

A diagram with N crossed lines contains N factors W and N − 1 intermediate pairs. Summing from N = 2 gives W P/(1−P). This differs from W/(1−P) by the regular constant W. Its singular part is

Γ(Q) = W/[τ(DQ² + 1/τφ)].

To close the ladder, note that the electron enters with momentum k and leaves with Q − k. At small Q the two velocities are opposite: vx(k)vx(−k) = −vx². The closing integral is

−∫ dᵈk/(2π)ᵈ vx² (G^R G^A)² = −ν(v²/d) ∫dξ/(ξ²+γ²)².

The last integral equals π/(2γ³) = 4πτ³, and v²/d = D/τ. The closing integral is therefore −4πνDτ². Collecting factors,

δσ = (1/π)(−4πνDτ²)(W/τ) ∫ dᵈQ/(2π)ᵈ 1/(DQ² + 1/τφ).

Since 4νDτW = 2D/π, the right side is −(2D/π)C(r,r).

One more class of diagrams has an extra disorder line joining two like Green functions in the closing part. Each of its two velocity vertices contains

∫ dᵈk/(2π)ᵈ vx(k) G^R(k)G^A(k)G^R(Q−k),

or the same with R and A exchanged. At Q = 0 the integrand is odd in k and the integral vanishes. Each vertex is thus of order Q, and their product of order Q² removes the 1/Q² singularity. These diagrams do not alter the leading term. ∎

The minus sign comes from the reversed final velocity. Interference favours scattering into the direction opposite to the initial one and so lowers the conductance.

*Remark on thickness.* In a film the Cooperon has transverse modes, with no flux through the surfaces. The uniform mode gives C₃(r,r) = C₂(r,r)/w, where C₂ is the two-dimensional function. Sheet conductance is w times conductivity, so w cancels and Lemma 1 holds with C₂. The diffusion constant keeps its three-dimensional value v²τ/3 when the electrons move on a Fermi sphere and the surfaces reflect them specularly, or when l ≪ w. For l ≪ w the next modes decay faster by D(πj/w)², with j = 1, 2, …, which is large against 1/τφ and DB under assumption (d). When l is comparable to w, this diffusive rate is no longer accurate.

**Lemma 2 (charge 2e).** In a field, −∇² in the Cooperon equation is replaced by Π², where

Π = −i∇ + 2A.

*Proof.* The electron has charge −1. Over a mean free path the weak field gives its Green function the straight-line phase

G^R(r,r') → e^{iφ(r,r')} G^R(r−r'), φ(r,r') = −∫A·dl,

with the line running from r' to r. Bending of the path is negligible when ωcτ ≪ 1, where ωc = B/m. This follows from (e), because

B/Be = 4DτB = (4/d) l²B = (4/d)(kF l)(ωcτ).

Now use G^A(r,r') = [G^R(r',r)]*. Reversing the line changes the sign of φ, and complex conjugation changes it back. Hence

G^R(r,r') G^A(r,r') carries the phase e^{2iφ}.

This is the product in the Cooperon ladder. The ordinary ladder contains G^R(r,r')G^A(r',r) = |G^R(r,r')|², which carries no phase.

Let K(s) be the zero-field rung in real space, with s = r − r'. A straight displacement together with its doubled phase is generated by Π:

e^{2iφ(r,r−s)} f(r−s) = e^{−is·Π} f(r).

To see this, replace s by λs. Both sides equal f(r) at λ = 0, and both obey ∂f/∂λ = −s·∇f − 2i(s·A)f. The rung becomes the operator

∫ds K(s) e^{−is·Π} = 1 − ½ Σij ⟨si sj⟩ Πi Πj + ….

The average ⟨si sj⟩ is isotropic and its coefficient is the one already found at zero field. The rung is therefore 1 − DτΠ², and the ladder sum has DΠ² in place of DQ². ∎

**Lemma 3 (pair Landau levels).** The eigenvalues of Π² in the plane are

4B(n + 1/2), n = 0, 1, 2, …,

and each level holds B/π states per unit area.

*Proof.* From the definition of Π,

[Πx,Πy] = −2i(∂xAy − ∂yAx) = −2iB.

Define X = Πy/√(2B) and Y = Πx/√(2B). Then [X,Y] = i, the commutator of a position and a momentum. Therefore

Π² = 2B(X² + Y²) = 4B(n + 1/2),

because X² + Y² is twice the Hamiltonian of a unit harmonic oscillator.

For the degeneracy choose A = (0, Bx). A state with factor e^{iqy} is centred at x = −q/(2B). In a sample of sides Lx and Ly, centres inside the sample occupy a range 2BLx of q, and allowed values are spaced by 2π/Ly. Their number is 2BLxLy/(2π), or B/π per area. ∎

These are levels of a diffusion operator. Multiplied by D they are decay rates, not electron energies. No Cooper pairing is implied: the double charge records the common direction of two amplitudes of one electron.

**Proof of the theorem**

Set a = Bφ/B = 1/(4DBτφ). Lemma 3 gives

C_B(r,r) = (B/π) Σn 1/[4DB(n+1/2) + 1/τφ]

= (1/4πD) Σn 1/(n + 1/2 + a).

The sum diverges logarithmically at large n, where the diffusion approximation ends. The field-dependent part does not need that region. Keep N levels, up to Π² = 4BN, and cut the zero-field integral at the same value. With Q² = 4Bu,

C₀(r,r) = ∫ QdQ/(2π) 1/(DQ² + 1/τφ) = (1/4πD) ∫₀ᴺ du/(u+a)

= (1/4πD) ln[(N+a)/a].

Both expressions now contain the same number of states, NB/π per area. The digamma function is

ψ(z) = lim [ln N − Σ 1/(n+z)], N → ∞,

with the sum from n = 0 to N−1. Since ln(N+a) − ln N → 0,

C_B − C₀ → −(1/4πD)[ψ(1/2+a) − ln a] = −(1/4πD) F(B/Bφ).

Multiplication by −2D/π gives (1/2π²)F. ∎

**Second derivation without a cutoff**

A matched cutoff can be avoided by writing each denominator as a time integral. The return density at time t is 1/(4πDt) without a field. With a field it is

(B/π) Σn e^{−4DBt(n+1/2)} = (B/2π)/sinh(2DBt).

Subtract before integrating over time, and put y = 2DBt. Then t/τφ = 2ay and

C₀ − C_B = (1/4πD) I(a),

I(a) = ∫₀^∞ dy e^{−2ay}(1/y − 1/sinh y).

The bracket tends to zero as y → 0, so no short-time cutoff is required. To evaluate I, differentiate and use 1/sinh y = 2Σn e^{−(2n+1)y}:

dI/da = −1/a + 4 Σn 1/(2a+2n+1)²

= −1/a + Σn 1/(n+1/2+a)²

= −1/a + ψ'(1/2+a).

This is the derivative of ψ(1/2+a) − ln a. Both functions vanish as a → ∞, so they are equal.

The ratio of the two return densities, y/sinh y, is the average phase factor of closed diffusion paths of duration t. A path enclosing signed area S contributes cos(2BS). Long paths enclose large and varied areas, so the field removes their interference first.

**Corollary (two limits)**

At low field a is large, and small y dominates I. Expanding

1/y − 1/sinh y = y/6 − 7y³/360 + …

and integrating term by term gives, with x = B/Bφ,

F(x) = x²/24 − 7x⁴/960 + ….

This series is asymptotic rather than convergent, so only its first terms at small x are useful. The initial change is quadratic in B. Because Bφ is inversely proportional to Dτφ, it grows as (Dτφ)².

At high field a is small. Expanding ψ about 1/2,

F(x) = ln x − γE − 2 ln 2 + π²/(2x) + …,

where γE is Euler's constant and −γE − 2 ln 2 = −1.9635. This limit requires Bφ ≪ B ≪ Be.

The logarithm has a direct reading. With an upper cutoff DQ² of order 1/τ, the zero-field correction is −(1/2π²) ln(τφ/τ), up to a constant. Adding (1/2π²) ln(4DBτφ) cancels τφ. The field has then replaced dephasing as the limit on the size of interfering loops.

**Example: an aluminium film at 30 K**

Take a wide film of thickness 20 nm, with l = 10 nm, τφ = 3 ps and electron density 1.8×10²³ cm⁻³. These are rough inputs, and τφ is the least certain. The surfaces are taken as specular; with l half the thickness, rough surfaces would noticeably lower D and raise the resistance. The free-electron relation kF = (3π²n)^{1/3}, with n here the density, gives kF l = 175 and v = 2.02×10⁶ m/s. Then

τ = l/v = 4.95 fs,

D = vl/3 = 67.4 cm²/s,

Lφ = √(Dτφ) = 142 nm,

Bφ = ħ/(4eDτφ) = 8.14 mT.

The Drude resistivity m/(ne²τ) is 3.99 μΩ cm. Division by the thickness gives a sheet resistance R = 1.99 Ω.

At 50 mT the pair magnetic length √(ħ/2eB) is 81 nm. Each pair level contains 2eB/h = 24 states per μm². The lowest level decays at 2eBD/ħ = 1.02 ps⁻¹, compared with the dephasing rate 0.33 ps⁻¹, so the field limits the loops more strongly than dephasing does, though both matter. With B/Bφ = 6.144,

F = ψ(0.663) + ln 6.144 = −1.330 + 1.815 = 0.485.

The SI conductance unit e²/(2π²ħ) is 12.33 μS, so

ΔG = 12.33 μS × 0.485 = 5.98 μS.

For a small change ΔR/R = −RΔG, which gives −11.9 parts per million (ppm). The same calculation at other fields gives:

B = 5 mT: F = 0.015, ΔR/R = −0.36 ppm

B = 20 mT: F = 0.1575, ΔR/R = −3.9 ppm

B = 100 mT: F = 0.899, ΔR/R = −22 ppm

At 5 mT, x²/24 gives 0.016, close to the full value. At 100 mT the logarithm and constant give 0.55. Adding π²/(2x) raises this to 0.95, against the full 0.90. The example has therefore not reached the purely logarithmic regime.

The digits above follow from the stated inputs and are not a prediction for a real film. Halving or doubling τφ moves the 50 mT value to −5.3 or −22 ppm. The free-electron velocity is also an idealization. Take D instead from the Einstein relation, with the same resistivity and the density of states implied by the measured electronic specific heat of aluminium, about 1.5 times the free-electron value. This gives D ≈ 45 cm²/s, Bφ ≈ 12 mT and about −8 ppm at the same τφ.

**Where the assumptions bear on a real film**

Aluminium is a light interconnect metal, which favours assumption (b), but does not guarantee it. A crude estimate τso = τ/(αZ)⁴, with α the fine-structure constant and Z = 13, gives a spin-orbit time of 61 ps. To size its effect I use the standard singlet-triplet formula, not derived here:

Fso = (3/2)F[B/(Bφ+4Bso/3)] − (1/2)F(B/Bφ),

with Bso = ħ/(4eDτso) = 0.40 mT. It lowers F by 17% at 5 mT and by 10% at 50 mT. Superconducting fluctuations also matter. Far above the transition temperature Tc, the Maki-Thompson estimate lowers F by the fraction π²/[6 ln²(T/Tc)], again quoted without derivation. For a rough Tc of 1.2 K this is 16%. That is only a rough figure: the formula is the leading form for large ln(T/Tc), which is 3.2 here, and it is meant for fields well below kBT/(4eD), about 0.1 T, where kB is Boltzmann's constant. A field of 50 mT meets that condition only marginally. The two reductions add to about a quarter of F at 50 mT, so the calculated −11.9 ppm would become roughly −9 ppm.

The remaining corrections estimated here are smaller. Applying the digamma law to the first 50 higher transverse modes, each with its added decay rate, changes F at 50 mT by about 1 part in 10⁵. This is an order-of-magnitude estimate, because l is half the thickness and diffusion across the film is marginal. The parameter B/Be is 0.02 at 100 mT. Keeping the full ladder rung instead of its diffusive form lowers F by about 3% at 50 and 100 mT. The dressed-vertex diagrams dropped in Lemma 1 enter at the same order and are not included in that figure. The classical scale (ωcτ)² is 0.002 ppm at 50 mT.

A narrow interconnect line is a different case. If its width is below both Lφ and the pair magnetic length, the two-dimensional Landau levels do not form. The theorem fails well before that point, because it needs a width much larger than Lφ. For the example at 50 mT, a strip with reflecting edges has F ≈ 1.2 at width 0.8Lφ, 0.60 at 5Lφ and 0.51 at 20Lφ, against 0.485 for an unbounded film. For wide strips the excess falls as Lφ/width. The example describes a wide test film.

Nor does the result carry over to 300 K. A rough phonon-limited resistivity of 2.7 μΩ cm corresponds to a scattering time of 7.3 fs, or 1.5τ. If phonon collisions destroy phase at about that rate, τφ ≫ τ fails and the diffusive Cooperon has no range in which to develop. The calculated magnetoconductance is a low-temperature probe of phase coherence, not a correction to the resistance of a wire at its usual operating temperature.
